# Sublattice registry at Si(001) steps and in {111} V-grooves

**Question.** A III-V film grown on Si(001) can break up into antiphase domains where the surface has steps one atomic layer high. Grown in a silicon V-groove with {111} walls, it can avoid them, although those walls may have steps too. What differs between the two kinds of step, and under what conditions does the groove work?

**Answer.**

## What a step can do to the film

Silicon has the diamond structure: two identical fcc lattices, A and B, with every atom bonded to four atoms of the other sublattice. Since both hold silicon, exchanging their names changes nothing physical. A III-V crystal has the same sites but puts group III atoms on one sublattice and group V atoms on the other. It can therefore sit on silicon in two ways, with group V on A or on B. Where regions of the two kinds meet, some bonds join like atoms, III-III or V-V. This surface is an antiphase boundary.

The choice is made in the first layer. I assume that group V atoms bond first to every exposed terrace. A group V atom bonded to a silicon atom on A sits on B, and the reverse.

Now follow a path of film bonds between two such first atoms. Each bond changes the sublattice, and in a perfect film each bond also changes the species.

- If both first atoms are on B, the path has an even number of bonds. The species returns to group V, as required.
- If one is on B and the other on A, the path has an odd number of bonds. Perfect alternation would end on group III, but the atom there is group V. At least one bond on the path must join like atoms.

The second case holds for every connecting path, so the like-atom bonds form a surface separating the two seeds. The criterion is thus that all first group V atoms must lie on one sublattice.

Group III first everywhere would reverse the film's polarity without creating domains. So would group V atoms that replace the outermost silicon atoms instead of sitting above them. What matters is that the same rule holds everywhere. The abrupt first layer is an idealisation: each Si-V bond carries an excess of a quarter electron, which on {111} amounts to about 0.31 C/m² and a field of order $3\times10^7$ V/cm, far above the breakdown field of silicon. A real interface must compensate this charge, for example by mixing silicon and film atoms in the first layers. The argument below concerns only the sublattice that group V occupies, and needs that choice to be uniform.

## Coordinates

Let $a$ be the cubic lattice parameter. The A sites are

$$\mathbf R=\frac a2(n_1,n_2,n_3),\qquad n_1+n_2+n_3\ \text{even},$$

and the B sites are $\mathbf R+\frac a4(1,1,1)$. The four bonds leaving an A atom are

$$\frac a4(1,1,1),\quad \frac a4(1,-1,-1),\quad \frac a4(-1,1,-1),\quad \frac a4(-1,-1,1).$$

Those leaving a B atom are the negatives of these. This difference in direction decides what each surface exposes.

## Steps on Si(001)

The height of an A atom is $z=an_3/2$, an even multiple of $a/4$. A B atom is higher by $a/4$, at an odd multiple. The layers therefore alternate:

$$z_m=\frac{ma}{4},\qquad m\ \text{even: A},\quad m\ \text{odd: B}.$$

A step of $m$ layers exchanges the exposed sublattice if $m$ is odd and keeps it if $m$ is even. With $a=0.5431$ nm, the single step is $a/4=0.1358$ nm high and exchanges the sublattices. The double step, $a/2=0.2716$ nm, does not.

Could the surface avoid the problem by preferring one termination? Count the bonds cut. The crystal has 8 atoms per volume $a^3$, so a layer of thickness $a/4$ has $(8/a^3)(a/4)=2/a^2$ atoms per area. Two of the four bonds of an A atom point upward, and so do two of those of a B atom. Either termination cuts

$$N_{001}=2\times\frac{2}{a^2}=\frac4{a^2}=13.56\ \text{nm}^{-2}.$$

The equality comes from symmetry. Consider the screw operation

$$(x,y,z)\rightarrow(-y,x,z)+\frac a4(1,1,1).$$

The quarter turn sends an A site to another A site, because $-n_2+n_1+n_3$ differs from $n_1+n_2+n_3$ by the even number $2n_2$. The shift then takes it to B. For a B site, the turn changes the offset $\frac a4(1,1,1)$ to $\frac a4(-1,1,1)$; adding the shift gives $\frac a2(0,1,1)$, an A-lattice vector. The operation thus maps the crystal onto itself, exchanges A and B, and raises every layer by $a/4$.

Wide, unstrained terraces of the two kinds are therefore equal in energy, even after their surface atoms rearrange, provided the rearrangements are related by the same quarter turn. Steps, strain or miscut can favour double steps, but the ideal terraces give no reason to choose one sublattice.

An explicit lattice count shows the consequence. Group V atoms were placed on the terraces, and species were then alternated outward along bonds; sites at the step edge took their species from the film. Steps of 1, 2, 3 and 4 layers gave 176, 0, 162 and 0 like-atom bonds. The nonzero values depend on the size of the model crystal. The distinction between zero and nonzero is the result.

For a flat {110} antiphase boundary the density can be found directly. Layers normal to $[110]$ are $a/(2\sqrt2)$ apart and contain $(8/a^3)\,a/(2\sqrt2)=2\sqrt2/a^2$ atoms per area. Each atom has one bond crossing forward to the next layer, so the boundary contains $2\sqrt2/a^2=9.59$ like-atom bonds per nm². Half start on A and half on B, which makes half of them III-III and half V-V.

A single step starts such a boundary, but does not determine how far it extends. It may reach the film surface, or bend and meet another boundary, closing off the domain.

## Steps on Si(111)

Take the unit normal $\mathbf n=(1,1,1)/\sqrt3$, pointing from silicon into the film. For an A site, write the even sum $n_1+n_2+n_3=2k$. Its height is

$$\mathbf n\cdot\mathbf R=\frac{a}{2\sqrt3}(2k)=kd,\qquad d=\frac a{\sqrt3}.$$

For the B site displaced by $\frac a4(1,1,1)$, the additional height is

$$\frac a4\,\frac{1+1+1}{\sqrt3}=\frac{3a}{4\sqrt3}=\frac{3d}{4}.$$

The layers are unevenly spaced. Above each A layer is a wide gap, $3d/4=0.2352$ nm; above each B layer is a narrow gap, $d/4=0.0784$ nm. Together they make $d=0.3136$ nm.

The two possible cuts are very different. Each A layer has $(4/a^3)d=4/(\sqrt3a^2)$ atoms per area. One bond of an A atom, $\frac a4(1,1,1)$, points up through the wide gap. The other three have normal component $-d/4$ and point down through the narrow gap. Hence

$$N_{\rm wide}=\frac4{\sqrt3a^2}=7.83\ \text{nm}^{-2},\qquad
N_{\rm narrow}=\frac{12}{\sqrt3a^2}=23.49\ \text{nm}^{-2}.$$

No symmetry makes these surfaces equal, and the wide-gap cut breaks one third as many bonds. A surface that keeps this favourable termination exposes A on every terrace with this normal.

The smallest step between two such terraces is $d$, and contains two atomic layers. It matches a lattice translation:

$$\mathbf t=\frac a2(1,1,0),\qquad
\mathbf n\cdot\mathbf t=\frac a{2\sqrt3}(1+1)=\frac a{\sqrt3}=d.$$

A lattice translation takes A to A and B to B. That is the difference between the two step types. On (001), lattice translations have vertical components that are multiples of $a/2$, so none can connect terraces separated by $a/4$. The screw operation connects them, but exchanges the sublattices. On (111), the elementary step connects equivalent terraces by a translation.

Step height alone does not protect the film; the termination does. When the lattice count used two-layer (111) steps, it found no like-atom bonds for either of two edge directions. When one terrace was instead given the unfavourable termination, it found 200 and 183.

The side of a two-layer step can still have local chemical faults. The two edges modelled had 9 and 0 silicon-group III bonds. Such bonds start on B atoms exposed at the edge. On (111), a step descending toward a $\langle1\bar10\rangle$ direction exposes 1.50 of them per nm and one descending toward $[11\bar2]$ exposes 2.60 per nm, wherever the edge is placed; only a step descending toward $[\bar1\bar12]$ or an equivalent direction can have none. These bonds join film to substrate. If the film is seeded on the terraces, as assumed here, they do not reverse it, since the terraces on both sides select the same phase. A group V nucleus that started on a B atom at the step edge would have the opposite registry.

## Why the two groove walls agree

Registry on one wall is not enough, because the films from both walls must merge. Let the groove run along $[1\bar10]$. Its walls have normals into the film

$$[111]\quad\text{and}\quad[\bar1\bar11].$$

Both are directions of bonds leaving an A atom. The same conclusion follows from a half turn about the vertical axis, which takes $(x,y,z)$ to $(-x,-y,z)$ and one wall to the other. It maps the A lattice onto itself. It changes the B offset to $\frac a4(-1,-1,1)$, which differs from $\frac a4(1,1,1)$ by the lattice vector $-\frac a2(1,1,0)$, so B also maps onto B. Both walls expose A, and both place the first group V atoms on B.

The tip needs no separate rule. The silicon is the region behind at least one of the two wall planes, while the film is in front of both. A bond from silicon to film must cross a plane that its silicon atom lies behind. It crosses that plane's wide gap, and so runs from A to B. This remains true where the planes meet.

A groove turned by 90 degrees has normals $[1\bar11]$ and $[\bar111]$. These are directions of bonds leaving B. Its two walls agree with each other, but place group V on A. Away from its ends, each groove is free of antiphase boundaries by itself; films from two perpendicular grooves conflict if they merge.

The lattice counts separate the safe geometries from the unsafe ones:

| Geometry | Group V seeds | Like-atom bonds |
|---|---|---:|
| Straight V-groove | B | 0 |
| Same, with a stepped wall, edge sites not seeded | B | 0 |
| Perpendicular V-groove | A | 0 |
| Four-wall inverted pyramid | A and B | 402 |
| Flat bottom exposing A | B | 0 |
| Flat bottom exposing B | A and B | 190 |
| Two parallel grooves, masked ridge | B | 0 |
| Two parallel grooves, bare ridge | A and B | 330 |

The inverted pyramid fails because it combines both pairs of walls. The stepped wall is safe only while its edge does not seed the film; if every cut silicon bond there takes group V, both sublattices are seeded and like-atom bonds appear. A flat bottom brings back the (001) problem: its top layer may agree with the walls or oppose them. Which layer agrees depends on the first-layer rule: if group V replaced the top silicon atoms on the walls but sat above them on the flat, the two flat-bottom rows would exchange their results.

In the last two rows, a single-layer step runs along the ridge, parallel to the grooves, so that the grooves lie on opposite sides of it. The step changes where the silicon ends, but does not shift the bulk lattice beneath it. Parallel grooves therefore agree even when they start from different terraces. If the ridge is masked, the film can spread over it in one phase. If it is bare, the ridge seeds the film too, and its two terraces make opposite choices.

## A groove 100 nm wide

Take a 1000 nm section of a longer groove with a 100 nm opening, on a wafer miscut by 0.1 degree. Compare it with a planar strip of the same width, with the miscut directed across the strip and with straight, evenly spaced single steps.

The terrace width on the strip is

$$L=\frac{a/4}{\tan0.1^\circ}=77.8\ \text{nm},$$

so the mean number of steps across it is $100/77.8=1.29$. Depending on where the strip begins, it contains one or two. Under these assumptions every strip contains at least one place where the registry changes.

The angle $\theta$ between a groove wall and (001) satisfies $\cos\theta=1/\sqrt3$, giving $\theta=54.74^\circ$ and $\tan\theta=\sqrt2$. With half the opening equal to 50 nm,

$$\text{depth}=50\sqrt2=70.7\ \text{nm},\qquad
\text{wall width}=\frac{50}{\cos\theta}=50\sqrt3=86.6\ \text{nm}.$$

For a sharp groove with uniform first-layer chemistry and the favourable termination, the number of registry changes is zero. The miscut does not alter this as long as steps on the walls are two-layer steps and their edges do not seed the film. The second condition is not automatic. A 0.1 degree miscut along the groove would force about 3.2 steps onto each wall over 1000 nm; at 1.50 exposed B atoms per nm of edge these make up 0.06% of the wall sites, as large as the tightest error tolerance found below. The count leaves out the ends of the full groove. End walls of {111} type belong to the perpendicular pair and would seed the opposite phase, as in the inverted pyramid.

## How firmly the conditions must hold

**Termination.** The two walls have area $2\times86.6\times1000\approx1.73\times10^5$ nm², and hence $N=1.36\times10^6$ surface sites. Suppose that a patch of 10 sites with the wrong termination could seed a domain. Each site has $3-1=2$ extra cut bonds. With an assumed cost $\varepsilon=0.50$ eV per extra bond, the patch costs $10\times2\times0.50=10$ eV. At 900 K, $k_BT=0.0776$ eV, and a simple equilibrium estimate of the number of patches is

$$M=N\exp\left(-\frac{20\varepsilon}{k_BT}\right),\qquad \log_{10}M=-49.9.$$

The exponent should not be read as a prediction for a real surface. The estimate omits reconstruction, adsorbed atoms, the energy of the patch edge and the number of possible patch shapes. A more useful quantity is the cost at which $M=1$:

$$\varepsilon_c=\frac{k_BT\ln N}{20}=0.055\ \text{eV}.$$

Within this estimate, surface relaxation would have to remove about nine tenths of the assumed cost before one such patch was expected. This margin rests on the assumed patch size, since $\varepsilon_c$ varies inversely with it: for 3 sites it is 0.18 eV, and for a single site it is 0.55 eV, so that about three such defects are expected at the assumed cost. Counting the 362,671 connected shapes of a 10-site patch raises $\varepsilon_c$ from 0.055 to 0.104 eV.

**First-layer chemistry.** Here a small error rate is enough to matter. Assume $0.0010$ nuclei per nm², or $10^{11}$ cm$^{-2}$. The walls then carry 173 nuclei. If each independently starts with the wrong species with probability $p$, the mean number of wrong nuclei is $173p$. It reaches one at $p=1/173=0.58\%$. A groove is free of wrong nuclei with probability $(1-p)^{173}$. For half of the grooves to be free of them, $p$ must be about 0.40%; for nine in ten, about 0.06%. The {111} geometry cannot correct such an error, because the registry argument assumes the same first species throughout.

**Flat bottom.** A flat 5 nm wide and 1000 nm long receives $5\times1000\times0.0010=5$ nuclei on average at the same density. If half of the flat area, averaged over many grooves, exposes the conflicting layer, 2.5 nuclei per groove are wrong. A flat with one uniform termination would have either none or about five. Faster growth from the walls might bury these nuclei, but registry alone does not ensure it.

**Lattice mismatch.** For an assumed mismatch of 4%, consider edge dislocations with Burgers vector $b=a/\sqrt2=0.3840$ nm in the interface. One parallel array with a spacing of $b/0.04=9.6$ nm relieves the mismatch along its Burgers vector only. Relieving it in both directions of a {111} wall with three equal arrays, turned by 60 degrees from one another, requires a spacing of $1.5\,b/0.04=14.4$ nm in each. Either spacing is small compared with the wall's dimensions, so a film that relaxes fully in this way has many dislocations on each wall. Their Burgers vectors are lattice translations of the type $\frac a2\langle110\rangle$, so they preserve the sublattice labels. They remain crystal defects, but do not by themselves create antiphase domains.

**Thermal expansion.** With an assumed coefficient of $4\times10^{-6}$ K$^{-1}$ and a rise of 600 K, the single-step height grows by 0.00033 nm. The whole silicon lattice expands with it, and the registry is unchanged.

**Twins.** Zero like-atom bonds does not mean a perfect crystal. Rotate the film by a half turn about the wall normal through an A atom in the top layer. A first group V atom at $\mathbf r_A+\frac a4(1,1,1)$, where $\mathbf n\cdot\mathbf r_A=0$, moves to $-\mathbf r_A+\frac a4(1,1,1)$. It is again directly above an A atom, so its silicon bond survives. The next film layer, however, no longer falls on the parent lattice sites. This is a rotation twin. It can join an untwinned film with all bonds intact on suitable {111} planes parallel to this wall, but the two lattices do not match across the vertical plane through the groove tip, where films from the two walls may meet. The groove's protection against antiphase domains is not protection against twins or stacking faults.

## Relation to real growth

The opening, miscut and mismatch above are values assumed for the example. The nucleus density is a round value that can vary by orders of magnitude with material and growth conditions; ten times as many nuclei would reduce the tolerated error from 0.58% to about 0.06%. Real grooves may also have rounded or flat bottoms, damaged walls and imperfect masks. In this example, a 5 nm flat adds 2.5 wrong nuclei per groove on average if half of the flat area exposes the conflicting layer. The corresponding design rule is conditional: use parallel grooves with sharp {111} walls that keep the favourable termination, mask the (001) ridges and the groove ends, establish the same first species on both walls, and keep nuclei from starting on B atoms at wall step edges. The remaining values are listed in the numerical output.

## Table of computed values

```
Si lattice parameter: 0.5431 nm
(001) single / double step: 0.1358 / 0.2716 nm
(111) narrow / wide gap: 0.0784 / 0.2352 nm
(111) two-layer step: 0.3136 nm
Cut bonds, either (001) termination: 13.56 nm^-2
Cut bonds, (111) wide gap: 7.83 nm^-2
Cut bonds, (111) narrow gap: 23.49 nm^-2
Like-atom bonds on a {110} boundary: 9.59 nm^-2
Model crystal: V seed sublattice; like-atom bonds; Si-III bonds
  (001), 1 layer(s): A+B; 176; 0
  (001), 2 layer(s): B; 0; 0
  (001), 3 layer(s): A+B; 162; 22
  (001), 4 layer(s): B; 0; 0
  (111), two-layer, edge 1: B; 0; 9
  (111), wrong cut, edge 1: A+B; 200; 25
  (111), two-layer, edge 2: B; 0; 0
  (111), wrong cut, edge 2: A+B; 183; 2
Model grooves: V seed sublattice; like-atom bonds
  straight V-groove: B; 0
  perpendicular V-groove: A; 0
  four-wall inverted pyramid: A+B; 402
  flat bottom, A on top: B; 0
  flat bottom, B on top: A+B; 190
  V-groove, stepped wall: B; 0
  two grooves, masked ridge: B; 0
  two grooves, bare ridge: A+B; 330
Groove opening / length: 100 / 1000 nm
Wall angle to (001): 54.74 degrees
Groove depth / wall width: 70.7 / 86.6 nm
Wafer miscut: 0.1 degrees
Single-step terrace width: 77.8 nm
Mean single steps across planar strip: 1.29
Range across strip: 1 to 2
Temperature: 900 K; kT: 0.0776 eV
Assumed cost per extra cut bond: 0.50 eV
Assumed patch: 10 sites; extra bonds/site: 2
Surface sites on both walls: 1.36e+06
log10 expected wrong-termination patches: -49.9
Bond cost for one expected patch: 0.055 eV
Assumed nucleus density: 0.0010 nm^-2
Nuclei on both walls: 173
First-layer error for one wrong nucleus: 0.58 %
Flat-bottom width: 5.0 nm
Wrong nuclei if half the flat conflicts: 2.5
Assumed lattice mismatch: 4.0 %
Perfect Burgers vector length: 0.3840 nm
Edge misfit-dislocation spacing: 9.6 nm
Assumed expansion: 4.0e-06 /K over 600 K
Thermal change of single-step height: 0.00033 nm
```
